Length and velocity oscillator strengths: which methods agree in a complete basis

**Two electrons in one orbital**

Take two electrons in a local potential, both in the real orbital φ_i. Let h be the one-electron Hamiltonian (kinetic energy plus potential), in atomic units, and write

(pq|rs) = ∫∫ φ_p(1)φ_q(1) φ_r(2)φ_s(2) / r₁₂.

Each electron feels the Coulomb potential J of the other, so Hartree-Fock gives (h + J)φ_i = ε_i φ_i, with ε_i = h_ii + (ii|ii) and total energy E₀ = 2h_ii + (ii|ii).

Configuration interaction singles (CIS) mixes the singlets (φ_aφ_i + φ_iφ_a)/√2, where φ_a is orthogonal to φ_i. The matrix of H − E₀ between them is

A_ab = h_ab + δ_ab h_ii + (ab|ii) + (ai|bi) − δ_ab E₀
  = L_ab + K_ab,

L_ab = <a|h + J − ε_i|b>,  K_ab = (ai|bi).

The CIS equation is AX = ωX, with X normalized. Define x_a = <a|x|i> and γ_a = <a|∂/∂x|i>. The transition moments are those of the total coordinate D = Σ_k x_k and total gradient G = Σ_k ∂/∂x_k. Either electron can be the excited one, which gives 2/√2 = √2:

d = <n|D|0> = √2 X·x,  g = <n|G|0> = √2 X·γ.

The length and velocity strengths for light polarized along x are

f_L = 2ωd²,  f_V = 2g²/ω.

They agree when g = −ωd. For an S→P line of an atom, the usual factor 2/3 times three equal components gives the same formulas.

Since h + J contains only the kinetic energy and local potentials,

[h + J, x]ψ = −½[∂²(xψ)/∂x² − x ∂²ψ/∂x²] = −∂ψ/∂x.

Apply this to φ_i and project on φ_a. In a complete basis xφ_i = x_ii φ_i + Σ_b x_b φ_b, and h + J − ε_i annihilates the φ_i part. Hence

Lx = −γ.

Now put L = A − K into g:

g = −√2 X·(A − K)x = −ωd + √2 X·Kx.

The CIS energies contain K, but the gradient relation does not.

This cannot cancel in every root. Summing over the complete set of CIS roots,

Σf_L = 4 x·Ax,
Σf_V = 4 γ·A⁻¹γ = 4[x·Ax − 2x·Kx + x·KA⁻¹Kx].

K is non-negative, because u·Ku is twice the Coulomb self-energy of the charge density φ_i Σ_a u_aφ_a. L is positive when φ_i is the non-degenerate lowest orbital of h + J. Let y = A⁻¹Kx. The Cauchy-Schwarz inequality for K, followed by K ≤ A, gives

y·Ay = y·Kx ≤ √(y·Ky) √(x·Kx) ≤ √(y·Ay) √(x·Kx).

So x·KA⁻¹Kx = y·Ay ≤ x·Kx, and therefore

Σf_V ≤ Σf_L − 4x·Kx < Σf_L.

The last step is strict because x·Kx is twice the self-energy of the non-zero density (x − x_ii)φ_i². Completing the basis does not remove the disagreement.

**Beryllium 2s→2p**

The same happens in a real atom. The occupied orbitals of beryllium are s orbitals, and the dipole along z connects them to p_z orbitals. Symmetry separates these excitations from the rest, so s and p functions suffice for CIS and for time-dependent Hartree-Fock (TDHF). Using the same Gaussian exponents for both also places zφ_i exactly in the basis. For the singlet line:

18 exponents, TDHF: f_L = 1.3777, f_V = 1.3777
18 exponents, CIS: f_L = 1.891, f_V = 0.865

From 12 to 18 exponents the TDHF ratio f_V/f_L moves from 0.9980 to 1.000004, while the CIS ratio moves from 0.4567 to 0.4576. The CIS gap is not a basis error.

The CIS values are ω = 0.185496 hartree, d = 2.257663 bohr and g = −0.283295 bohr⁻¹. Thus

f_L = 2(0.185496)(2.257663)² = 1.891,
f_V = 2(0.283295)²/0.185496 = 0.865.

Here ωd = 0.418788 bohr⁻¹, and the unrounded values give g + ωd = 0.135492 bohr⁻¹. The many-electron form of the K term, derived below, gives 0.135493 bohr⁻¹.

**The correct statement**

Assume nonrelativistic electrons, local external potentials, the electric-dipole approximation, real orbitals and a closed-shell ground state. In a complete one-electron basis, f_L = f_V for full CI, and for the singlet lines of TDHF built on a converged Hartree-Fock state that is stable against singlet changes of its orbitals. Stability against triplet changes is not needed here. CIS carries no such guarantee. Neither does coupled cluster with fixed Hartree-Fock orbitals, truncated below the number of electrons.

**Full CI**

Local potentials and the electron repulsion commute with D. The kinetic energy gives, electron by electron,

[H, D] = −G.

Between eigenstates of H, the left side is (E_n − E₀)<n|D|0> = ωd and the right side is −g. Hence g = −ωd. The proof needs eigenstates, which full CI supplies, and the operator identity, which a complete orbital basis supplies. A nonlocal potential V would add [V, D] to the commutator, and G alone would no longer be the right velocity operator.

**TDHF**

Let i, j, k label occupied orbitals and a, b virtual ones. Remove the phase exp(−iε_i t) from each orbital and let it oscillate weakly:

δφ_i = Σ_a (X_ai e^(−iωt) + Y_ai e^(iωt)) φ_a.

The linearized equation is i∂δφ_i/∂t = (F − ε_i)δφ_i + δF φ_i, projected on φ_a. In the e^(−iωt) part, δφ_j contributes X_bj and its conjugate contributes Y_bj. The change in the Coulomb potential, with both spins, gives 2(ai|bj)(X_bj + Y_bj). The change in exchange gives −(ab|ij)X_bj − (aj|bi)Y_bj. Together with the e^(iωt) part this yields

AX + BY = ωX,  BX + AY = −ωY,

A_ai,bj = (ε_a − ε_i)δ_ab δ_ij + 2(ai|bj) − (ab|ij),
B_ai,bj = 2(ai|bj) − (aj|bi).

CIS keeps A and drops B. With one occupied orbital, B is the matrix K of the opening example.

The moments follow by comparison with an exact state |0> + ηe^(−iωt)|n>. Its <D> oscillates as ηd e^(−iωt), and its <G> as −ηg e^(−iωt), since G is real and antisymmetric. The corresponding TDHF amplitudes are 2x·(X + Y) and −2γ·(X − Y), where x_ai = <a|x|i> and γ_ai = <a|∂/∂x|i>. With one common factor N,

d = N x·(X + Y),  g = N γ·(X − Y).

N cancels from f_V/f_L. The numerical strengths use N = √2 with (X + Y)·(X − Y) = 1, which reduces to CIS when Y = 0. This choice is tested through the polarizability Σ2d²/ω of the lattice model described below: it gives 10.1504 a.u., in agreement with the response of the Hartree-Fock dipole to a small static field.

What remains is to generalize Lx = −γ. The Fock operator F contains the nonlocal exchange operator −K_x, with

K_x(r,r′) = Σ_j φ_j(r)φ_j(r′)/|r − r′|,

so [F, x] = −∂/∂x − [K_x, x]. Its ai element is

(ε_a − ε_i)x_ai = −γ_ai − <a|[K_x, x]|i>.

The kernel of [K_x, x] is K_x(r,r′)(x′ − x). In the first term x′ multiplies φ_j(r′), and in the second x multiplies φ_j(r). Expanding xφ_j in the complete basis gives

<a|[K_x, x]|i> = Σ_bj x_bj[(aj|bi) − (ab|ij)]
  + Σ_jk x_kj[(aj|ki) − (ak|ji)].

The last sum vanishes: exchanging the names j and k, with x_kj = x_jk, turns its first term into its second. The bracket that remains is the two-electron part of A − B, so

(A − B)x = −γ.

Subtracting the two TDHF equations gives (A − B)(X − Y) = ω(X + Y). Since A − B is symmetric,

ωd = N x·(A − B)(X − Y) = −N γ·(X − Y) = −g.

This holds for every TDHF root. For CIS, with AX = ωX, the same identity gives

g = −√2 X·(A − B)x = −ωd + √2 X·Bx,
f_V/f_L = [1 − √2 X·Bx/(ωd)]²  (d ≠ 0).

For beryllium this is (1 − 0.135493/0.418788)² = 0.4576, as found directly.

**Truncated coupled cluster**

Coupled cluster writes the ground state as e^T|Φ>, with |Φ> the Hartree-Fock determinant, and uses transformed operators Ō = e^(−T)Oe^T. The transformation preserves commutators, so [H̄, D̄] = −Ḡ.

In equation-of-motion (EOM) CCSD, let P project on the reference, singles and doubles, and let Q = 1 − P. The left and right vectors L_m and R_n are eigenvectors of PH̄P, not of H̄. Inserting P + Q between the factors of the commutator gives

<L_m|Ḡ|R_n> = −(E_m − E_n)<L_m|D̄|R_n>
  − <L_m|H̄QD̄ − D̄QH̄|R_n>.

The last term is leakage through the omitted excitations. For two electrons Q = 0 and it vanishes. For more electrons nothing in the derivation removes it, and one example shows that it can survive.

The example is a lattice of six points at x = −2.5, −1.5, …, 2.5 bohr, with spacing s = 1 bohr and four electrons. The well is −4/√((x − 0.4)² + 1) and the repulsion is 1/√((x − x′)² + 1). With T_k the second-difference kinetic energy,

([T_k, x]ψ)_j = −[(x_{j+1} − x_j)ψ_{j+1} + (x_{j−1} − x_j)ψ_{j−1}]/(2s²)
  = −(ψ_{j+1} − ψ_{j−1})/(2s).

This is minus the central-difference gradient, so the operator identity holds on the lattice. Six orbitals span its whole one-electron space, and no basis error remains. It is a model with its own complete space, not a converged continuum calculation. For the lowest bright singlet:

Full CI: f_L = 1.8736, f_V = 1.8736
TDHF: f_L = 2.1663, f_V = 2.1663
CIS: f_L = 3.0693, f_V = 1.5306
EOM-CCSD: f_L = 1.8762, f_V = 1.8739

EOM-CCSD uses products of left and right moments:

f_L = 2ω<L₀|D̄|R_n><L_n|D̄|R₀>,
f_V = −(2/ω)<L₀|Ḡ|R_n><L_n|Ḡ|R₀>.

Leakage changes the gradient moments <L_n|Ḡ|R₀> and <L₀|Ḡ|R_n>, in that order and relative to their values without it, by −1.451×10⁻³ and 1.98×10⁻⁴. The ratio is therefore

f_V/f_L = (1 − 0.001451)(1 + 0.000198) = 0.99875,

which is the ratio found directly. Linear-response CCSD, which takes its strengths from the poles of the coupled-cluster response function, gives 0.99874 and so also fails. With two electrons on the lattice and a well half as deep, both CCSD variants reproduce full CI and the two forms agree. These calculations cover CCSD; for higher truncations the leakage formula shows where a difference can enter, not how large it is.

**What agreement does and does not show**

Agreement is not accuracy. On the lattice the two TDHF strengths coincide, yet lie about 16% above full CI. The EOM-CCSD strengths differ from each other, yet both are within 0.2% of full CI.

Nor does disagreement in a finite basis condemn a method. With only four of the six lattice orbitals, f_V/f_L is 0.965 for full CI and 1.012 for TDHF. To separate the two causes, enlarge the basis: for full CI and TDHF the gap must close in the complete limit, though not necessarily steadily along the way, while for CIS or truncated coupled cluster a part of it can remain. The numerical check covers both the lattice and beryllium.

Values computed for the example and the checks

```
lattice: 6 sites, spacing 1.0 bohr, well centre 0.4 bohr
four-electron determinants: 225
lattice HF energy   -6.849944 hartree
lattice CCSD energy -6.890909 hartree
lattice FCI energy  -6.891054 hartree
polarizability, TDHF         10.15045 a.u.
polarizability, finite field 10.15044 a.u.
max error of (A-B)x = -grad: 2.7e-13 a.u.
max |f_L-f_V|, all roots: TDHF 2.5e-12, FCI 2.0e-14
lattice, lowest bright singlet: w (hartree), f_L, f_V, f_V/f_L
  FCI       0.452973 1.8735890 1.8735890 1.0000000
  TDHF      0.468816 2.1662831 2.1662831 1.0000000
  CIS       0.492470 3.0692810 1.5306119 0.4986874
  EOM-CCSD  0.452955 1.8762309 1.8738799 0.9987469
  LR-CCSD   0.452955 1.8763967 1.8740274 0.9987374
EOM relative leakage, <n|..|0>: -1.451e-03
EOM relative leakage, <0|..|n>: 1.982e-04
f_V/f_L from leakage: 0.9987469
only 4 orbitals kept: f_L, f_V, f_V/f_L
  FCI  1.922739 1.855766 0.965168
  TDHF 2.184115 2.210950 1.012287
two electrons, all six orbitals: f_L, f_V
  FCI      1.5363583 1.5363583
  EOM-CCSD 1.5363583 1.5363583
  LR-CCSD  1.5363583 1.5363583
Be 2s-2p singlet; exponents 0.01 to 3000 bohr^-2, same for s and p
8 exponents: HF energy -14.456056 hartree
  TDHF f_L 1.474402 f_V 1.256653 f_V/f_L 0.852314
  CIS  f_L 2.077788 f_V 0.791479 f_V/f_L 0.380924
12 exponents: HF energy -14.572018 hartree
  TDHF f_L 1.378021 f_V 1.375293 f_V/f_L 0.998020
  CIS  f_L 1.892271 f_V 0.864206 f_V/f_L 0.456703
18 exponents: HF energy -14.572818 hartree
  TDHF f_L 1.377697 f_V 1.377702 f_V/f_L 1.000004
  CIS  f_L 1.890962 f_V 0.865316 f_V/f_L 0.457606
Be, largest basis: w (hartree), d (bohr), g (1/bohr)
  TDHF 0.176332 1.976498 -0.348520; w = 4.7982 eV
  CIS  0.185496 2.257663 -0.283295; w = 5.0476 eV
Be CIS: w d = 0.418788, g + w d = 0.135492 1/bohr
Be CIS: sqrt(2) X.B.x = 0.135493 1/bohr
Be CIS: f_V/f_L from B = 0.457604
```
